# Diameter of a threshold voxel in two-photon lithography: a numerical check

```python
"""Threshold voxel in two-photon lithography.
Result under test: if the intensity is I0*exp(-2 r^2/w^2), the two-photon dose
is D0*exp(-4 r^2/w^2), and the region with dose >= Dth has the diameter
d = w*sqrt(ln(D0/Dth)) for D0 > Dth.
r: distance from the axis; w: 1/e^2 intensity radius; D0: peak dose;
Dth: threshold dose; ratio: D0/Dth. Lengths are in nm unless stated.
The optical and resist parameters are rough typical values for direct
laser writing in an acrylate resist.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import gaussian_filter
from scipy.optimize import brentq
from scipy.special import jv

w = 270.0
wavelength = 780.0
aperture = 1.4
index = 1.52
pulse_fs = 100.0
ratio = 2.0


def voxel_diameter(dose_ratio, radius=w):
    """Derived formula."""
    return radius * np.sqrt(np.log(dose_ratio))


def integrated_dose(r, order):
    """Time integral of intensity**order for one Gaussian pulse."""
    def rate(t):
        intensity = np.exp(-2 * r**2 / w**2)
        intensity *= np.exp(-4 * np.log(2) * t**2 / pulse_fs**2)
        return intensity**order
    return quad(rate, -4 * pulse_fs, 4 * pulse_fs, epsabs=1e-11)[0]


def edge_diameter(dose_ratio, order=2):
    """Diameter from a numerical search for the threshold edge."""
    threshold = integrated_dose(0.0, order) / dose_ratio
    return 2 * brentq(lambda r: integrated_dose(r, order) - threshold,
                      0.0, 3 * w, xtol=1e-9)


# Edge search against the formula, at several dose ratios
ratios = [1.1, 1.5, 2.0, 4.0]
searched = [edge_diameter(x) for x in ratios]
for x, found in zip(ratios, searched):
    assert abs(found - voxel_diameter(x)) < 1e-4
d = voxel_diameter(ratio)

# Exposed area on a pixel grid; the tolerance covers the pixelated rim
step = 2.5
axis = np.arange(-300, 301) * step
xx, yy = np.meshgrid(axis, axis)
plane_dose = np.exp(-2 * (xx**2 + yy**2) / w**2)**2
area = np.count_nonzero(ratio * plane_dose >= 1) * step**2
d_area = np.sqrt(4 * area / np.pi)
assert abs(d_area / d - 1) < 0.01
pixels_below = np.count_nonzero(0.8 * plane_dose >= 1)
assert pixels_below == 0

# Relative change of diameter per relative change of power
h = 1e-3
slopes = []
for x in (1.1, 2.0):
    upper = edge_diameter(x * (1 + h)**2)
    lower = edge_diameter(x * (1 - h)**2)
    slope = (np.log(upper) - np.log(lower)) / np.log((1 + h) / (1 - h))
    assert abs(slope * np.log(x) - 1) < 1e-3
    slopes.append(slope)
d_power = edge_diameter(ratio * 1.01**2)

# One-photon exposure with the same w and dose ratio
d_one = edge_diameter(ratio, order=1)
assert abs(d_one / d - np.sqrt(2)) < 1e-6

# Vector focus of a uniformly filled aplanatic lens
nodes, weights = np.polynomial.legendre.leggauss(200)
theta_max = np.arcsin(aperture / index)
theta = 0.5 * theta_max * (nodes + 1)
weights = 0.5 * theta_max * weights
sin_t, cos_t = np.sin(theta), np.cos(theta)


def focus_intensity(r, light_wavelength, mode):
    """|E|^2 in the focal plane, up to a constant factor."""
    arg = 2 * np.pi * index / light_wavelength * r * sin_t
    base = weights * np.sqrt(cos_t) * sin_t
    a0 = np.sum(base * (1 + cos_t) * jv(0, arg))
    a1 = np.sum(base * sin_t * jv(1, arg))
    a2 = np.sum(base * (1 - cos_t) * jv(2, arg))
    if mode == "circular":
        return a0**2 + a2**2 + 2 * a1**2
    if mode == "along":
        return (a0 + a2)**2 + 4 * a1**2
    return (a0 - a2)**2


def focus_diameter(mode, order=2, light_wavelength=wavelength):
    """Threshold diameter in the vector focus."""
    peak = focus_intensity(0.0, light_wavelength, mode)

    def excess(r):
        value = focus_intensity(r, light_wavelength, mode) / peak
        return value**order - 1 / ratio
    return 2 * brentq(excess, 0.0, 0.45 * light_wavelength)


d_circular = focus_diameter("circular")
d_along = focus_diameter("along")
d_across = focus_diameter("across")
d_half_wave = focus_diameter("circular", 1, wavelength / 2)
assert abs(d_circular / d - 1) < 0.10  # chosen w fits the named regime
assert d_across < d_circular < d_along
assert d_half_wave < d_circular

# Lateral diffusion: closed form against numerical convolution
blur = 20.0
w_blur = np.sqrt(w**2 + 8 * blur**2)
peak_factor = w**2 / w_blur**2
d_blur = voxel_diameter(ratio * peak_factor, w_blur)
blurred = gaussian_filter(plane_dose, blur / step, truncate=7)
half_row = blurred[300, 300:]
edge_blur = np.interp(-1 / ratio, -half_row, axis[300:])
assert abs(2 * edge_blur - d_blur) < 0.1
assert abs(half_row[0] - peak_factor) < 1e-4

# Other absorption orders carrying a small share of the peak dose
share = 0.05


def mixed_diameter(other_order):
    def excess(r):
        intensity = np.exp(-2 * r**2 / w**2)
        dose = (1 - share) * intensity**2 + share * intensity**other_order
        return dose - 1 / ratio
    return 2 * brentq(excess, 0.0, 3 * w)


d_linear = mixed_diameter(1)
d_three = mixed_diameter(3)
assert d_three < d < d_linear

# Linear shrinkage during development
shrinkage = 0.05
d_shrunk = d * (1 - shrinkage)

# Photon energy, peak intensity and ionization regime, in SI units
average_power = 10e-3
repetition = 80e6
ionization_ev = 8.0
breakdown = 1e13  # rough value in W/cm2
omega = 2 * np.pi * const.c / (wavelength * 1e-9)
photon_ev = const.hbar * omega / const.e
pulse_energy = average_power / repetition
tau = pulse_fs * 1e-15
pulse_area = quad(lambda s: np.exp(-4 * np.log(2) * s**2), -5, 5)[0]
peak_power = pulse_energy / (tau * pulse_area)
w_m = w * 1e-9
peak_intensity = 2 * peak_power / (np.pi * w_m**2)
beam_area = quad(lambda s: 2 * np.pi * s * np.exp(-2 * s**2), 0, 6)[0]
assert abs(peak_intensity * beam_area * w_m**2 / peak_power - 1) < 1e-8
field = np.sqrt(2 * peak_intensity / (index * const.epsilon_0 * const.c))
momentum = np.sqrt(2 * const.m_e * ionization_ev * const.e)
keldysh = omega * momentum / (const.e * field)
intensity_cm2 = peak_intensity * 1e-4
assert keldysh > 1
assert intensity_cm2 < breakdown

print(f"1/e^2 intensity radius w: {w:.0f} nm")
print(f"wavelength: {wavelength:.0f} nm")
print(f"numerical aperture: {aperture:.1f} (no unit)")
print(f"refractive index: {index:.2f} (no unit)")
print(f"photon energy: {photon_ev:.3f} eV")
print(f"two-photon energy: {2 * photon_ev:.3f} eV")
print(f"dose ratio D0/Dth: {ratio:.1f} (no unit)")
print(f"ln(D0/Dth): {np.log(ratio):.4f} (no unit)")
print(f"d/w: {d / w:.4f} (no unit)")
print(f"edge radius: {d / 2:.1f} nm")
print(f"voxel diameter, formula: {d:.1f} nm")
print(f"voxel diameter, formula: {10 * d:.0f} angstrom")
for x, found in zip(ratios, searched):
    print(f"diameter by edge search, D0/Dth={x:.1f}: {found:.1f} nm")
print(f"diameter from pixel area: {d_area:.1f} nm")
print(f"exposed pixels at D0/Dth=0.8: {pixels_below} (count)")
print(f"power sensitivity at D0/Dth=1.1: {slopes[0]:.2f} (no unit)")
print(f"power sensitivity at D0/Dth=2.0: {slopes[1]:.2f} (no unit)")
print(f"diameter with power up 1%: {d_power:.1f} nm")
print(f"one-photon diameter, same w: {d_one:.1f} nm")
print(f"vector focus, circular polarization: {d_circular:.1f} nm")
print(f"vector focus, along linear polarization: {d_along:.1f} nm")
print(f"vector focus, across linear polarization: {d_across:.1f} nm")
print(f"half wavelength: {wavelength / 2:.0f} nm")
print(f"vector focus, one-photon, half wavelength: {d_half_wave:.1f} nm")
print(f"diffusion blur per axis: {blur:.0f} nm")
print(f"blurred dose radius w_b: {w_blur:.1f} nm")
print(f"peak dose factor after blur: {peak_factor:.4f} (no unit)")
print(f"diameter after blur: {d_blur:.1f} nm")
print(f"share of other absorption order: {100 * share:.0f} %")
print(f"diameter with one-photon share: {d_linear:.1f} nm")
print(f"diameter with three-photon share: {d_three:.1f} nm")
print(f"assumed linear shrinkage: {100 * shrinkage:.0f} %")
print(f"diameter after shrinkage: {d_shrunk:.1f} nm")
print(f"average power: {average_power * 1e3:.0f} mW")
print(f"repetition rate: {repetition / 1e6:.0f} MHz")
print(f"pulse duration (FWHM): {pulse_fs:.0f} fs")
print(f"pulse energy: {pulse_energy * 1e9:.3f} nJ")
print(f"peak power: {peak_power:.0f} W")
print(f"peak intensity: {intensity_cm2:.2e} W/cm2")
print(f"rough breakdown intensity: {breakdown:.0e} W/cm2")
print(f"peak field in resist: {field / 1e8:.1f} MV/cm")
print(f"rough ionization energy: {ionization_ev:.0f} eV")
print(f"Keldysh parameter: {keldysh:.1f} (no unit)")
print("checks complete")
```

Printed output:

```
1/e^2 intensity radius w: 270 nm
wavelength: 780 nm
numerical aperture: 1.4 (no unit)
refractive index: 1.52 (no unit)
photon energy: 1.590 eV
two-photon energy: 3.179 eV
dose ratio D0/Dth: 2.0 (no unit)
ln(D0/Dth): 0.6931 (no unit)
d/w: 0.8326 (no unit)
edge radius: 112.4 nm
voxel diameter, formula: 224.8 nm
voxel diameter, formula: 2248 angstrom
diameter by edge search, D0/Dth=1.1: 83.4 nm
diameter by edge search, D0/Dth=1.5: 171.9 nm
diameter by edge search, D0/Dth=2.0: 224.8 nm
diameter by edge search, D0/Dth=4.0: 317.9 nm
diameter from pixel area: 224.8 nm
exposed pixels at D0/Dth=0.8: 0 (count)
power sensitivity at D0/Dth=1.1: 10.49 (no unit)
power sensitivity at D0/Dth=2.0: 1.44 (no unit)
diameter with power up 1%: 228.0 nm
one-photon diameter, same w: 317.9 nm
vector focus, circular polarization: 224.4 nm
vector focus, along linear polarization: 270.8 nm
vector focus, across linear polarization: 193.2 nm
half wavelength: 390 nm
vector focus, one-photon, half wavelength: 157.0 nm
diffusion blur per axis: 20 nm
blurred dose radius w_b: 275.9 nm
peak dose factor after blur: 0.9580 (no unit)
diameter after blur: 222.4 nm
share of other absorption order: 5 %
diameter with one-photon share: 228.2 nm
diameter with three-photon share: 222.4 nm
assumed linear shrinkage: 5 %
diameter after shrinkage: 213.6 nm
average power: 10 mW
repetition rate: 80 MHz
pulse duration (FWHM): 100 fs
pulse energy: 0.125 nJ
peak power: 1174 W
peak intensity: 1.03e+12 W/cm2
rough breakdown intensity: 1e+13 W/cm2
peak field in resist: 22.5 MV/cm
rough ionization energy: 8 eV
Keldysh parameter: 10.2 (no unit)
checks complete
```
